# Squared simplex spins and Maxwell counting on kagome and pyrochlore lattices

## Result

Let $N$ classical unit vectors $\mathbf S_i$ with $n\ge 2$ components occupy the kagome lattice ($q=3$) or the pyrochlore lattice ($q=4$), with

$$H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,$$

where every nearest-neighbour bond is counted once. The bonds form $N_s$ corner-sharing simplices, triangles or tetrahedra, with total spins $\mathbf L_\alpha=\sum_{i\in\alpha}\mathbf S_i$.

**Theorem.** On periodic clusters as defined below:

1. The energy is a sum of squares,
$$H=\frac J2\sum_\alpha|\mathbf L_\alpha|^2-JN ,$$
and the ground states, of energy $-JN$, are exactly the states with $\mathbf L_\alpha=0$ on every simplex.

2. Let $Z$ be the number of independent zero modes of the quadratic energy at a ground state, and $X$ the number of linear dependencies among the linearized constraints $\mathbf L_\alpha=0$. Then
$$Z-X=F,\qquad F=N(n-1)-nN_s=\frac{N_s}{2}\,[\,n(q-2)-q\,],\qquad X\ge n .$$

3. If $X=n$ at a ground state, the ground states near it form a smooth manifold of dimension $F+n$.

The number $F$ is the Moessner-Chalker count, a form of Maxwell counting: degrees of freedom minus constraints. Per simplex it is $(n-3)/2$ on kagome and $n-2$ on pyrochlore. It gives the leading dimension of the ground-state manifold when $X=n$. When $X$ is extensive it can be far from the number of zero modes, as coplanar kagome states show.

## Conventions

Let $d=q-1$ be the space dimension, $\mathbf a_1,\dots,\mathbf a_d$ the primitive vectors of the triangular or face-centred cubic lattice, and $\mathbf a_0=0$. The spin $(\mathbf r,\mu)$, with cell $\mathbf r$ and sublattice $\mu=0,\dots,d$, sits at $\mathbf r+\mathbf a_\mu/2$. Each cell has two simplices:

- "up": the spins $(\mathbf r,\mu)$ for all $\mu$;
- "down": the spins $(\mathbf r-\mathbf a_\mu,\mu)$ for all $\mu$.

Each simplex contains each sublattice once, each spin belongs to one up and one down simplex, and each bond belongs to one simplex. The cluster has $\ell\ge3$ cells in each periodic direction. Counting pairs (spin, simplex) in two ways gives $qN_s=2N$.

Energies are in units of $J$ in the numerical examples. No material is implied.

## The sum of squares

**Proof of part 1.** Since $|\mathbf S_i|=1$,

$$|\mathbf L_\alpha|^2=q+2\sum_{\langle ij\rangle\in\alpha}\mathbf S_i\cdot\mathbf S_j .$$

Sum over simplices. Each bond appears once, so

$$\sum_\alpha|\mathbf L_\alpha|^2=qN_s+\frac{2H}{J}=2N+\frac{2H}{J}.$$

Solving for $H$ gives the stated form. The squares are non-negative, hence $H\ge-JN$, with equality if and only if all $\mathbf L_\alpha$ vanish. Equality is attained: choose $q$ unit vectors pointing to the corners of a regular $q$-gon, whose sum is zero, and give one to each sublattice. $\square$

For a random three-component state on a kagome cluster of 108 spins, half the sum of squares is $95.4212$. The formula gives $95.4212-108=-12.5788$, which is the energy found by summing over bonds identified from distances in space.

**Remark (frustration).** The bonds cannot all reach their own minimum $-J$, although some may: for $n=2$ on pyrochlore every tetrahedron contains two antiparallel pairs, as shown below. A spin has $2(q-1)$ neighbours, so there are $N(q-1)$ bonds, and the mean bond energy in a ground state is $-J/(q-1)$: $-J/2$ on kagome and $-J/3$ on pyrochlore. Frustration replaces many bond conditions by one vector condition per simplex.

**Remark (uniform field).** Adding $-\mathbf h\cdot\sum_i\mathbf S_i=-\tfrac12\mathbf h\cdot\sum_\alpha\mathbf L_\alpha$ and completing the square gives

$$H_h=\frac J2\sum_\alpha\left|\mathbf L_\alpha-\frac{\mathbf h}{2J}\right|^2-JN-\frac{N_s|\mathbf h|^2}{8J}.$$

For $|\mathbf h|\le 2qJ$ the squares can all vanish, because $q$ unit vectors can have any total length up to $q$ when $n\ge2$. There are still $n$ conditions per simplex, so $F$ is unchanged. At the upper limit all spins are parallel and the ground state is unique, so $F$ is not the dimension of a manifold there. The identity $Z-X=F$ of part 2 still holds, with extensive $X$: by Lemma 1 below, each transverse component has $N-N_s+1$ zero modes at quadratic order. The rest of the text takes $\mathbf h=0$.

## Linearized constraints

Near a ground state, let $\boldsymbol\delta_i\perp\mathbf S_i$ be the first-order displacement. A smooth path of unit vectors has the form

$$\mathbf S_i(s)=\mathbf S_i+s\boldsymbol\delta_i+s^2\left(\boldsymbol\rho_i-\tfrac12|\boldsymbol\delta_i|^2\mathbf S_i\right)+O(s^3),\qquad \boldsymbol\rho_i\perp\mathbf S_i .$$

Indeed $|\mathbf S_i(s)|^2=1+s^2(|\boldsymbol\delta_i|^2-|\boldsymbol\delta_i|^2)+O(s^3)$. Define the linear map $R$ by $(R\boldsymbol\delta)_\alpha=\sum_{i\in\alpha}\boldsymbol\delta_i$. It acts from a space of dimension $D=N(n-1)$ to one of dimension $K=nN_s$. Because $\mathbf L_\alpha=0$ at $s=0$,

$$H+JN=\frac J2s^2|R\boldsymbol\delta|^2+O(s^3).$$

The zero modes are therefore the vectors in $\ker R$, and $Z=\dim\ker R$.

The bond form of $H$ gives the same result. The neighbours of spin $i$, in its simplices $\alpha$ and $\beta$, sum to $\mathbf L_\alpha+\mathbf L_\beta-2\mathbf S_i=-2\mathbf S_i$. The term with $\boldsymbol\rho_i$ thus vanishes, and the shortening $-\tfrac12|\boldsymbol\delta_i|^2\mathbf S_i$ contributes $+J|\boldsymbol\delta_i|^2$. The quadratic energy is

$$J\sum_{\langle ij\rangle}\boldsymbol\delta_i\cdot\boldsymbol\delta_j+J\sum_i|\boldsymbol\delta_i|^2=\frac J2\sum_\alpha\Big|\sum_{i\in\alpha}\boldsymbol\delta_i\Big|^2 ,$$

since each $|\boldsymbol\delta_i|^2$ occurs in two simplices. The zero modes quoted below were counted by diagonalizing this bond form.

**Proof of part 2.** A dependency is a set of vectors $\mathbf t_\alpha$ with $\sum_\alpha\mathbf t_\alpha\cdot(R\boldsymbol\delta)_\alpha=0$ for all tangent $\boldsymbol\delta$. Collecting the terms with $\boldsymbol\delta_i$, this means

$$\mathbf t_\alpha+\mathbf t_\beta=\lambda_i\mathbf S_i\quad\text{for every spin }i\text{ shared by }\alpha,\beta, \tag{1}$$

with some numbers $\lambda_i$. These sets form $\ker R^{T}$, so $X=\dim\ker R^T$. If $R$ has rank $p$, then $Z=D-p$ and $X=K-p$. Subtraction gives

$$Z-X=D-K=N(n-1)-nN_s .$$

With $N=qN_s/2$ this is $N_s[q(n-1)-2n]/2=N_s[n(q-2)-q]/2$.

For any constant vector $\mathbf c$, the choice $\mathbf t_\alpha=\mathbf c$ on up and $-\mathbf c$ on down simplices satisfies (1) with $\lambda_i=0$. This gives $n$ independent dependencies, so $X\ge n$. They express the identity

$$\sum_{\rm up}\mathbf L_\alpha=\sum_{\rm down}\mathbf L_\alpha, \tag{2}$$

both sides being the total spin. $\square$

**Lemma 1.** The scalar equations $\sum_{i\in\alpha}\varepsilon_i=0$, one per simplex, have $N-N_s+1$ independent solutions. Also, any dependency (1) with all $\lambda_i=0$ is one of the $n$ described above.

*Proof.* A dependency of the scalar equations is a set of numbers with $t_\alpha+t_\beta=0$ across every spin. Up cell $\mathbf r$ is joined to down cell $\mathbf r$ through spin $(\mathbf r,0)$, and down cell $\mathbf r$ to up cell $\mathbf r-\mathbf a_\mu$ through spin $(\mathbf r-\mathbf a_\mu,\mu)$. All simplices are thus connected, and $t_\alpha$ is $c$ on up and $-c$ on down. One dependency among $N_s$ equations leaves rank $N_s-1$. The second claim follows component by component. $\square$

**Proof of part 3.** Suppose $X=n$. Omit the $n$ constraints of one simplex $\alpha_0$. If all others hold, (2) forces $\mathbf L_{\alpha_0}=0$, so nothing is lost. A dependency among the remaining linearized constraints would be one of the $\pm\mathbf c$ sets with $\mathbf t_{\alpha_0}=0$, hence $\mathbf c=0$. The remaining $K-n$ constraints are therefore independent, and the implicit function theorem gives a smooth manifold of dimension $D-(K-n)=F+n$. Its tangent space is $\ker R$, so each zero mode continues to a finite path of ground states. $\square$

## Reading the count

| | $n=2$ | $n=3$ | $n=4$ |
|---|---|---|---|
| kagome, $F/N_s$ | $-1/2$ | $0$ | $1/2$ |
| pyrochlore, $F/N_s$ | $0$ | $1$ | $2$ |

The count is positive for $n>q/(q-2)$, that is $n>3$ on kagome and $n>2$ on pyrochlore. Heisenberg kagome and XY pyrochlore are marginal. For large $n$,

$$\frac FD=1-\frac{2n}{q(n-1)}\longrightarrow1-\frac2q ,$$

which is $1/3$ for kagome and $1/2$ for pyrochlore: extra components do not free all the spins, because they bring extra constraints.

For $n=1$ there are no tangent directions and the counting has no meaning. An Ising triangle cannot even satisfy $L_\alpha=0$, since three numbers $\pm1$ have an odd sum.

**Heisenberg pyrochlore.** With $\ell=3$ there are $N=108$ spins and $N_s=54$ tetrahedra. Then

$$D=108\times2=216,\quad K=3\times54=162,\quad F=54,\quad F+n=57 .$$

Three random states relaxed to $\mathbf L_\alpha=0$ each had 57 zero modes. So $X=3$ and part 3 applies to them. Three of the 57 modes are global rotations: the states cannot be collinear, because a collinear state would have, by Lemma 1 for each of two transverse components, $2(108-54+1)=110$ zero modes. The other 54 change the relative directions of the spins. They are as many as the tetrahedra, but this is only a count: no zero mode is confined to one tetrahedron, since each of its spins would be the only displaced spin in its other tetrahedron.

The smallest nonzero eigenvalue of the Hessian $JR^TR$, twice the matrix of the quadratic energy $\tfrac J2|R\boldsymbol\delta|^2$, was about $0.05J$ for the softest of the three states, far above the numerical zeros. This value depends on the state: other ground states of the same cluster, also with 57 zero modes, give values from below $0.01J$ to about $0.08J$. A relaxed state with $N=256$ had 131 zero modes, equal to $128+3$, and three states with $n=4$ and $N=108$ had $112=108+4$. These are tests on sampled states; that almost every pyrochlore ground state has $X=n$ is not proved here.

The finite continuation was also tested. A straight displacement along a zero mode misses the ground-state manifold by a second-order amount: halving the amplitude reduced the required correction by a factor $4.0000$.

## Coplanar kagome states

**Proposition 1.** At every kagome ground state whose spins all lie in one plane,

$$Z=(n-2)\left(\frac N3+1\right)+1,\qquad X=\frac N3+n-1 .$$

*Proof.* In a triangle $\mathbf S_1+\mathbf S_2=-\mathbf S_3$. Squaring gives $2+2\mathbf S_1\cdot\mathbf S_2=1$, so the spins make angles of $120^\circ$. Split $\boldsymbol\delta_i$ into in-plane and transverse parts; the constraints split likewise.

Each of the $n-2$ transverse components obeys the scalar equations of Lemma 1. With $N_s=2N/3$ they have $N/3+1$ solutions.

In the plane, $\boldsymbol\delta_i=\theta_i\mathbf S_i^\perp$, where $\perp$ is a rotation by $90^\circ$. The constraint is $\sum_i\theta_i\mathbf S_i=0$. Inserting $\mathbf S_3=-\mathbf S_1-\mathbf S_2$,

$$(\theta_1-\theta_3)\mathbf S_1+(\theta_2-\theta_3)\mathbf S_2=0 .$$

$\mathbf S_1$ and $\mathbf S_2$ are independent, so all three $\theta$ agree. Connectivity makes them equal everywhere, leaving one solution. This proves $Z$. Finally $F=N(n-3)/3$, and $X=Z-F$ gives the second formula. $\square$

For $N=108$ the formula gives $Z=1,38,75$ for $n=2,3,4$, while $F=-36,0,36$. The two states tested, with three and nine spins in the magnetic cell, have these numbers of zero modes. They are called the $q=0$ and $\sqrt3\times\sqrt3$ states; the first name refers to a wave vector, not to simplex size.

The negative XY count does not forbid ground states. It says that constraints outnumber angles by 36, and the 37 dependencies leave one zero mode, the global rotation. For $n=3$ the count is zero, yet there are 38 zero modes. Whether noncoplanar kagome states with $n=4$ have $X=n$ is not decided by this calculation.

## Which kagome modes are finite motions?

Take $n=3$. A coplanar ground state uses three directions $A,B,C$ throughout: one spin of a triangle and the other two directions fix each other, and triangles are connected. Every $A$ or $B$ spin has one partner of the other kind in each of its two triangles, so these spins form closed loops. Rotate the spins of one loop by any angle about the direction $\mathbf C$. In each triangle touched,

$$\mathbf A'+\mathbf B'=(\mathbf A+\mathbf B)'=(-\mathbf C)'=-\mathbf C ,$$

and $\mathbf L_\alpha$ stays zero. Each triangle has one $AB$ bond and meets one $AB$ loop, so the angles of different loops are independent.

**Proposition 2.** In the $\sqrt3\times\sqrt3$ state, with $\ell$ divisible by 3, these loops are hexagons. Heisenberg kagome has a family of ground states with $N/9$ independent angles.

*Proof.* Let the colour of spin $(x,y,\mu)$, in cell $x\mathbf a_1+y\mathbf a_2$, be $\mu+2x+y$ modulo 3, with $A,B,C=0,1,2$. Starting in up cell $(0,0)$ and avoiding colour 2, the loop runs through

$$(0,0,1),\ (1,-1,2),\ (1,-1,0),\ (0,-1,1),\ (0,-1,2),\ (0,0,0)$$

and closes. It crosses up triangles with $2x+y=0,1,2$ modulo 3, so each $AB$ loop contains a triangle of the starting type and is a translate of this one. The $2N/3$ spins of colours $A,B$ form $(2N/3)/6=N/9$ loops. $\square$

For $N=108$ there are 12 hexagons, and rotating them by random angles left every triangle sum zero in the test. In the $q=0$ state the corresponding loops are 6 straight lines of 12 spins. In general that state has $\ell$ such lines, a subextensive number.

**Proposition 3.** Some zero modes of the $\sqrt3\times\sqrt3$ state do not continue to a smooth path of ground states.

*Proof.* For $\boldsymbol\delta\in\ker R$ the second-order simplex spin is

$$(R\boldsymbol\rho)_\alpha+v_\alpha,\qquad v_\alpha=-\tfrac12\sum_{i\in\alpha}|\boldsymbol\delta_i|^2\mathbf S_i .$$

The vectors $R\boldsymbol\rho$ fill the orthogonal complement of $\ker R^T$. The best $\boldsymbol\rho$ thus removes all of $v$ except its projection $q_2$ onto $\ker R^T$, and the remaining energy is

$$\frac J2|q_2|^2s^4+O(s^5).$$

A path of ground states requires $q_2=0$. For a dependency $\mathbf t$, equation (1) gives

$$Q(\boldsymbol\delta)\equiv\sum_\alpha\mathbf t_\alpha\cdot v_\alpha=-\frac12\sum_i\lambda_i|\boldsymbol\delta_i|^2 .$$

Here $X=N/3+2>3$, so by Lemma 1 some $\mathbf t$ has $\lambda_i\ne0$ at some spin $i$. A translation by $\mathbf a_2$ raises every colour by one, so the $BC$ and $CA$ loops are hexagons as well, and spin $i$ lies on two two-colour hexagons. A spin shared by two hexagons sits at the midpoint of a shortest lattice vector joining their centres. Two shortest vectors differ by at most twice their length, less than any period of a cluster with $\ell\ge3$, so only one such vector joins the two centres and the hexagons share no other spin. Let $\varepsilon$ and $\varepsilon'$ be their transverse modes, with alternating amplitudes $\pm1$. Each alone is the start of a finite rotation, so $Q(\varepsilon)=Q(\varepsilon')=0$. For the sum only the cross term survives:

$$Q(\varepsilon+\varepsilon')=-\lambda_i\varepsilon_i\varepsilon'_i\ne0 .$$

Hence $q_2\neq0$, and the combined mode is blocked. $\square$

A random zero mode of the 108-spin cluster, scaled to root-mean-square amplitude 1 per spin, had $|q_2|=3.931$. The predicted energy of the whole cluster is $\tfrac12(3.931)^2Js^4=7.73\,Js^4$. The energy along an explicitly constructed path gave the same coefficient, $7.726J$. The number 38 therefore counts flat directions at quadratic order and is not the dimension of a smooth manifold through this state.

## XY pyrochlore: one count, different states

For $n=2$ write four planar spins as complex numbers $z_k$ of unit modulus. If $\sum z_k=0$, conjugation gives $\sum1/z_k=0$. In $\prod_k(z-z_k)$ the cubic and linear coefficients then vanish. The polynomial is even and its roots form two antiparallel pairs.

**Proposition 4.** Pair sublattices 0 with 1 and 2 with 3 in every tetrahedron. The pairs form $2\ell^2$ straight chains, each with a free angle. If crossing chains are nowhere collinear, $Z=2\ell^2$. If all spins are collinear, $Z=N/2+1$.

*Proof.* Following pairs through successive tetrahedra gives chains along $\mathbf a_1$ and $\mathbf a_3-\mathbf a_2$, each with $2\ell$ spins. Since $N=4\ell^3$, there are $4\ell^3/(2\ell)=2\ell^2$. Turning one chain preserves its antiparallel pairs. With $\boldsymbol\delta_i=\theta_i\mathbf S_i^\perp$ the linear constraint is

$$(\theta_0-\theta_1)\mathbf S_0+(\theta_2-\theta_3)\mathbf S_2=0 .$$

If $\mathbf S_0$ and $\mathbf S_2$ are not collinear, both brackets vanish and each chain has one common $\theta$. In a collinear state there is one scalar equation per tetrahedron, and Lemma 1 with $N_s=N/2$ gives $N/2+1$. $\square$

For $\ell=3$ the two cases have 18 and 55 zero modes, both confirmed by diagonalization. In both, $F=0$ and hence $X=Z$. The first number is subextensive and the second extensive, although the states belong to the same model and the first can be turned continuously into the second. The count fixes only $Z-X$, so $Z$ depends on the individual ground state; the Heisenberg pyrochlore shows this too, with 57 zero modes at the relaxed states and 110 at a collinear one. When $F$ is positive and extensive, $Z\ge F+n$ is extensive at every ground state. With $F=0$ even that is left to the individual state.

The values used here are collected in the numerical output.

## Table of computed values

```
Energies in units of J; all counts are pure numbers
kagome: spins N = 108, simplices Ns = 72, bonds = 216
  random n=3 state: bond energy = -12.578778 J, half sum of squares = 95.421222 J
  n=2: D = 108, K = 144, F = -36, F/Ns = -0.50
  n=3: D = 216, K = 216, F = 0, F/Ns = 0.00
  n=4: D = 324, K = 288, F = 36, F/Ns = 0.50
pyrochlore: spins N = 108, simplices Ns = 54, bonds = 324
  random n=3 state: bond energy = -7.220415 J, half sum of squares = 100.779585 J
  n=2: D = 108, K = 108, F = 0, F/Ns = 0.00
  n=3: D = 216, K = 162, F = 54, F/Ns = 1.00
  n=4: D = 324, K = 216, F = 108, F/Ns = 2.00
Relaxed random pyrochlore states
  N=108, n=3, states=3: zero modes = 57, F + n = 57, lowest nonzero eigenvalue = 5.00e-02 J
  N=108, n=4, states=3: zero modes = 112, F + n = 112, lowest nonzero eigenvalue = 4.75e-02 J
  N=256, n=3, states=1: zero modes = 131, F + n = 131, lowest nonzero eigenvalue = 4.72e-02 J
  path correction ratio on halving the amplitude = 4.0000
Coplanar kagome states
  q=0, n=2: zero modes = 1, F = -36
  q=0, n=3: zero modes = 38, F = 0
  q=0, n=4: zero modes = 75, F = 36
  root3 x root3, n=2: zero modes = 1, F = -36
  root3 x root3, n=3: zero modes = 38, F = 0
  root3 x root3, n=4: zero modes = 75, F = 36
  q=0: freely rotating loops = 6, spins per loop = 12
  root3 x root3: freely rotating loops = 12, spins per loop = 6
  root3 random zero mode (rms 1 per spin): obstruction norm = 3.9310
  quartic coefficient: from path = 7.7264 J, from obstruction = 7.7264 J
XY pyrochlore states (n=2, F = 0)
  noncollinear chains: chains = 18, zero modes = 18
  collinear: chains = 18, zero modes = 55
```
